# Gaunt Tables by Gauss-Legendre Quadrature and by Racah's Sum

## A coefficient that can be done by hand

Write a spherical harmonic as $Y_{lm}=\Theta_{lm}(x)e^{im\phi}/\sqrt{2\pi}$, with $x=\cos\theta$, $\int_{-1}^{1}\Theta_{lm}^2dx=1$ and the Condon-Shortley phase. Then $\Theta_{21}=-\sqrt{15/4}\,x\sqrt{1-x^2}$ and $\Theta_{2,-2}=\sqrt{15/16}\,(1-x^2)$. The integral of $Y_{21}Y_{21}Y_{2,-2}$ over the sphere has no $\phi$ dependence left. The $\phi$ integration gives $2\pi/(2\pi)^{3/2}$, so

$$G=\frac1{\sqrt{2\pi}}\int_{-1}^{1}f\,dx,\qquad f=\frac{15\sqrt{15}}{16}\,x^2(1-x^2)^2 .$$

The square roots have combined into a polynomial of degree 6. Since $\int x^2(1-x^2)^2dx=2(\tfrac13-\tfrac25+\tfrac17)=\tfrac{16}{105}$, we have $\int f\,dx=\sqrt{15}/7$.

Four Gauss-Legendre nodes reproduce this. As $f$ is even, the two positive nodes suffice, with doubled weights:

$$1.304290\times0.328274+0.695710\times0.179843=0.553283,$$

and division by $\sqrt{2\pi}$ gives $G=0.220728$. Three nodes, $x=0,\pm\sqrt{3/5}$ with weights $\tfrac89,\tfrac59,\tfrac59$, integrate $x^2(1-x^2)^2$ to $\tfrac{8}{75}$ instead of $\tfrac{16}{105}$. They give $G=0.154510$, too low by 30% of the true value.

## The node count

The Gaunt coefficient is

$$G=\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}\,d\Omega=\frac1{\sqrt{2\pi}}\int_{-1}^1 f\,dx,\qquad f=\Theta_{l_1m_1}\Theta_{l_2m_2}\Theta_{l_3m_3},$$

with $m_1+m_2+m_3=0$; otherwise the $\phi$ integral vanishes. Let $J=l_1+l_2+l_3$. For $m\ge0$,

$$\Theta_{lm}=(-1)^m\sqrt{\frac{2l+1}2\frac{(l-m)!}{(l+m)!}}\,(1-x^2)^{m/2}\frac{d^mP_l}{dx^m},\qquad \Theta_{l,-m}=(-1)^m\Theta_{lm}.$$

Let $\mu$ be the sum of the positive $m_i$. The negative ones sum to $-\mu$, so $\sum|m_i|=2\mu$ and the roots combine to $(1-x^2)^\mu$. Hence $f$ is a polynomial of degree $\sum(l_i-|m_i|)+2\mu=J$ and parity $(-1)^J$. For odd $J$ the integral is zero; from here on $J$ is even.

An $n$-node Gauss rule uses the zeros $x_i$ of $P_n$ and weights $w_i=\int\ell_i\,dx$, where $\ell_i$ is the Lagrange polynomial of node $i$. A polynomial of degree at most $2n-1$ can be written $qP_n+r$, with $q$ and $r$ of degree at most $n-1$. The first part integrates to zero by orthogonality and vanishes at the nodes; the second is interpolated without error. The rule is therefore exact to degree $2n-1$. Applied to $\ell_i^2$, of degree $2n-2$, it gives $w_i=\int\ell_i^2dx>0$.

We need $2n-1\ge J$ with $J$ even, hence

$$n=\frac{l_1+l_2+l_3}{2}+1 .$$

**One node fewer fails for every allowed $J\ge2$.** Put $n=J/2$. The leading coefficient of $P_l$ is $(2l)!/(2^l l!^2)$. Differentiating $x^l$ $m$ times multiplies by $l!/(l-m)!$, so, apart from signs, $\Theta_{lm}$ has leading coefficient

$$\lambda_{lm}=\sqrt{\frac{2l+1}2}\,\frac{(2l)!}{2^l\,l!\sqrt{(l-m)!(l+m)!}},$$

which is even in $m$. The signs are $(-1)^{m}$ for each positive $m$ and $+1$ for each negative one, together $(-1)^\mu$. The leading term of $(1-x^2)^\mu$ supplies another $(-1)^\mu$. Thus $f=ax^J+\dots$ with $a=\prod_i\lambda_{l_im_i}>0$.

Let $\pi_n$ be $P_n$ divided by its leading coefficient. Then $f-a\pi_n^2$ has degree at most $2n-1$ and is integrated exactly, while $\pi_n^2$ vanishes at every node. The rule misses precisely the integral of $a\pi_n^2$:

$$G-G_{\rm short}=\frac{a\,h_n}{\sqrt{2\pi}}>0,\qquad h_n=\int\pi_n^2dx=\frac2{2n+1}\left[\frac{2^n n!^2}{(2n)!}\right]^2 .$$

In the opening example $a=15\sqrt{15}/16$ and $h_3=8/175$, which gives $0.066218$, the difference between the two values of $G$. The statement is one of exact arithmetic: the deficit is always positive but can lie far below double rounding. For $l=(40,40,0)$, $m=(40,-40,0)$ it is $2.6\times10^{-24}$ on $G=0.282$.

## Generating the functions

At fixed $m\ge0$, multiplication by $x$ is a symmetric operation that raises the degree by one. In the orthonormal set $\Theta_{lm}$ it therefore connects neighbouring $l$, and parity removes the diagonal term:

$$x\Theta_{l-1,m}=b_l\Theta_{lm}+b_{l-1}\Theta_{l-2,m}.$$

Comparing leading coefficients,

$$b_l=\frac{\lambda_{l-1,m}}{\lambda_{lm}}=\sqrt{\frac{2l-1}{2l+1}}\;\frac{2l\sqrt{l^2-m^2}}{2l(2l-1)}=\sqrt{\frac{l^2-m^2}{4l^2-1}} .$$

The start is $\Theta_{00}=1/\sqrt2$ and $\Theta_{mm}=-\sqrt{(2m+1)/(2m)}\,\sqrt{1-x^2}\,\Theta_{m-1,m-1}$, from the ratio $\lambda_{mm}/\lambda_{m-1,m-1}$. The term with $b_{l-1}$ is absent when $l-1=m$.

For a table with $l_1,l_2\le L$ and $l_3\le2L$, the largest $J$ is $4L$. One rule with $2L+1$ nodes serves every entry. Folding leaves $L+1$ nodes: the positive ones with doubled weight and $x=0$ with its own. The algorithm is then:

1. Tabulate $\Theta_{lm}$ at the folded nodes for $l\le2L$.
2. For each pair $(l_1m_1),(l_2m_2)$ form the vector $w_i\Theta_{l_1m_1}(x_i)\Theta_{l_2m_2}(x_i)$.
3. Take its scalar product with each $\Theta_{l_3,-m_1-m_2}$ allowed by parity, by $|m_1+m_2|\le l_3$ and by the triangle rule $|l_1-l_2|\le l_3\le l_1+l_2$, and divide by $\sqrt{2\pi}$.

This range of $l_3$ is what Slater integrals need. Expanding $1/r_{12}$ in multipoles $k$ leaves radial integrals multiplied by the angular coefficients

$$c^k(lm,l'm')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*Y_{k,m-m'}Y_{l'm'}\,d\Omega,$$

where $k$ runs up to $l+l'$. Since $Y^*_{lm}=(-1)^mY_{l,-m}$, the opening example gives $c^2(2,-1;2,1)=-\sqrt{4\pi/5}\,G=-0.349927$.

## The same coefficient from 3j symbols

The 3j symbols for given $l_i$ are the real coefficients $T_m$, with $m=(m_1,m_2,m_3)$ and $\sum_mT_m^2=1$, that couple three angular momenta to a rotationally invariant combination. They are unique up to sign, because $l_3$ occurs once in the product of $l_1$ and $l_2$ if the triangle rule holds, and not at all otherwise.

Rotating all three harmonics leaves the integral $G_m$ unchanged, so $G_m=\sum_{m'}G_{m'}D_{m'm}$, where $D$ is the product of the three rotation matrices. As $D$ is unitary and $G$ real, the adjoint equation says that $G$, read as a column, is invariant under $D^\dagger$. This is the matrix of the inverse rotation, so $G$ is invariant under all rotations. By uniqueness $G_m=R\,T_m$.

To find $R$, consider $\Phi=\sum_mT_mY_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}$, all at one direction. It is invariant, hence constant over the sphere. At the pole $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$, so $\Phi=T_{000}\prod_i\sqrt{(2l_i+1)/4\pi}$. Integrating over the sphere gives $4\pi\Phi=\sum_mT_mG_m=R$, and

$$G=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}\;T_{000}\,T_{m_1m_2m_3}.$$

For explicit symbols, represent each angular momentum by a two-component spinor $u$, $v$ or $w$. The monomials $u_+^{l+m}u_-^{l-m}/\sqrt{(l+m)!(l-m)!}$ transform like $Y_{lm}$, and $[uv]=u_+v_--u_-v_+$ is invariant. With $a=J-2l_1$, $b=J-2l_2$, $c=J-2l_3$ (this $a$ is an integer, not the earlier leading coefficient), the invariant of the right degrees is

$$I=[uv]^c[vw]^a[wu]^b .$$

Expand the factors binomially, taking the negative term $p$, $q$ and $r$ times respectively. The power of $u_+$ is $c-p+r=l_1+m_1$ and that of $v_+$ is $p+a-q=l_2+m_2$. Hence $q=p+l_3-l_1-m_2$ and $r=p+l_3-l_2+m_1$. The sign $(-1)^{p+q+r}$ equals $(-1)^{l_1-l_2-m_3}(-1)^p$, because $m_1-m_2$ and $m_3$ have the same parity. The coefficient of the normalized monomials is therefore

$$C_m=(-1)^{l_1-l_2-m_3}\sqrt{\prod_i(l_i+m_i)!(l_i-m_i)!}\;S_m,\qquad S_m=\sum_p(-1)^p\binom cp\binom aq\binom br .$$

It remains to find $\|I\|^2=\sum_mC_m^2$, in the inner product with weight $e^{-|z|^2}$ for which $z^k$ has squared norm $k!$. For real $\alpha,\beta,\gamma$,

$$F=e^{\alpha[vw]+\beta[wu]+\gamma[uv]}=\sum_{abc}\frac{\alpha^a\beta^b\gamma^c}{a!\,b!\,c!}I_{abc},$$

with mutually orthogonal terms. The exponent is the triple product of $(\alpha,\beta,\gamma)$ with $(u_+,v_+,w_+)$ and $(u_-,v_-,w_-)$. A real rotation among the three spinors preserves the inner product and turns it into $\rho(u_+v_--u_-v_+)$, with $\rho^2=\alpha^2+\beta^2+\gamma^2$. Each of the two exponentials has squared norm $\sum_k\rho^{2k}k!^2/k!^2=(1-\rho^2)^{-1}$, for $\rho<1$. Thus $\|F\|^2=(1-\rho^2)^{-2}=\sum_N(N+1)\rho^{2N}$. As $a+b+c=J$, the coefficient of $\alpha^{2a}\beta^{2b}\gamma^{2c}$ is $(J+1)!/(a!b!c!)$. It must equal $\|I\|^2/(a!b!c!)^2$, so $\|I\|^2=(J+1)!\,a!\,b!\,c!$ and

$$T_m=\frac{C_m}{\sqrt{(J+1)!\,a!\,b!\,c!}} .$$

This is Racah's single sum. An overall sign for given $l_i$ cancels in $G$. For the opening example $T_{000}=-0.239046$ and $T_{1,1,-2}=-0.292770$, which again give $G=0.220728$.

## Error analysis

**Quadrature.** Let $l_{\min}$ be the smallest of the three $l$'s. The addition theorem, $\sum_m\Theta_{lm}^2=(2l+1)/2$, bounds its function by $\sqrt{(2l_{\min}+1)/2}$. For the other two, Cauchy-Schwarz gives $\sum w|\Theta\Theta'|\le(\sum w\Theta^2\sum w\Theta'^2)^{1/2}=1$. The last step holds because the triangle rule makes $2l\le J$, so the rule integrates each square exactly. Therefore

$$\sum_iw_i|f(x_i)|\le\sqrt{\frac{2l_{\min}+1}{2}} .$$

The terms cannot be huge compared with unity, and summing them causes only a small absolute error. In the $L=8$ table the largest absolute error is $2.7\times10^{-15}$.

The inputs carry errors too. Near $x=1$, with $t=1-x$, Legendre's equation becomes $2tP''+2P'+n(n+1)P\approx0$, with derivatives in $t$. Its regular solution depends on $n(n+1)t$ alone, so the outermost node has $t\sim1/n^2$. Rounding $x$ by an amount of order the machine epsilon $\varepsilon=2.2\times10^{-16}$ changes $t$ by a relative amount of order $n^2\varepsilon$.

**Racah's sum.** Here the terms alternate and can far exceed their sum. In doubles, each term has a relative error of a few $\varepsilon$, and each addition an error of at most $\varepsilon$ times a partial sum. To first order, with $N_t$ terms,

$$\frac{|\delta S|}{|S|}\lesssim(N_t+\text{few})\,\varepsilon\kappa,\qquad\kappa=\frac{\sum|\text{terms}|}{|S|} .$$

The table shows relative errors for $l_1=l_2=l_3=l$, $m=(1,1,-2)$. The quadrature columns give $|\delta G|/|G|$, measured against $G$ from exact integer sums; the last column gives $|\delta S|/|S|$ for the sum $S_m$ alone, without the separate sum needed for $T_{000}$. Column A uses nodes and weights from a standard double-precision routine; column B uses nodes and weights computed to 40 digits and then rounded.

| $l$ | $\kappa$ | quadrature A | quadrature B | Racah sum |
|---|---|---|---|---|
| 10 | 4.6e1 | 6.7e-16 | 5.6e-16 | 0 |
| 20 | 3.6e3 | 2.1e-13 | 6.4e-15 | 0 |
| 40 | 2.0e7 | 1.3e-12 | 1.9e-14 | 6.4e-11 |
| 80 | 6.5e14 | 5.1e-12 | 1.2e-13 | 6.9e-3 |

The zeros at small $l$ are no accident of printing. For $l=20$ no term exceeds $\binom{20}{10}^3\approx6.3\times10^{15}<2^{53}$, so every term is an integer that a double holds exactly, and here the summation lost nothing either. At $l=80$ the double-precision sum keeps about two digits. The sum for $T_{000}$ fares worse, with relative errors $1.6\times10^{-9}$ at $l=40$ and $2.7\times10^{-2}$ at $l=80$, so the column understates the error of $G$ itself. Exact integer arithmetic removes this loss, at the price of long integers.

Better nodes and weights reduce the quadrature error at $l=80$ about fortyfold. The gain comes from the weights: replacing them alone gives $1.2\times10^{-13}$, while replacing the nodes alone leaves $5.1\times10^{-12}$. Rounding the nodes to doubles, with everything else in 40 digits, already costs $1.3\times10^{-13}$, which accounts for column B. With the whole quadrature done in 40-digit arithmetic the discrepancy falls to $5\times10^{-38}$: what remains in doubles is rounding, not a defect of the node count.

**A small coefficient with a short Racah sum can reverse the verdict.** For $l=(20,20,40)$, $m=(20,-20,0)$ we have $c=0$, and Racah's sum has a single term, found without error. The coefficient is $G=1.65\times10^{-12}$. Quadrature has an absolute error of only $3.1\times10^{-17}$, but that is $1.9\times10^{-5}$ of $G$. Its accuracy is absolute, and a calculation that divides by small coefficients should not rely on it.

Some allowed coefficients vanish without a selection rule used here: 166 of the 25,821 entries at $L=8$. Quadrature may return rounding noise for them. In that table the smallest nonzero magnitude is $1.8\times10^{-5}$, so a threshold separates zeros safely. The gap closes as $L$ grows: for $l=(24,24,48)$, $m=(24,-24,0)$ the coefficient is $7.0\times10^{-15}$, while with nodes and weights from a standard routine the noise returned for true zeros of the $L=24$ table reaches $1.4\times10^{-14}$, so a threshold can no longer tell it from zero. With correctly rounded nodes and weights that noise stays below about $9\times10^{-16}$, and only a margin of about eight remains.

## Storage

For fixed $l_i$, count the pairs $(m_1,m_2)$ with $|m_1+m_2|\le l_3$. Setting $i=l_1-m_1$, $j=l_2-m_2$, the pairs with $m_1+m_2>l_3$ are those with $i+j<c$, which number $c(c+1)/2$. The opposite sign gives as many, leaving $(2l_1+1)(2l_2+1)-c(c+1)$.

Let $s\le t$ be the smaller and larger of $l_1,l_2$. Parity and the triangle rule allow $c=0,2,\dots,2s$, so each pair contributes

$$n(s,t)=(s+1)(2s+1)(2t+1)-\tfrac13s(s+1)(4s+5).$$

For $s<t$ both orderings count. Using $\sum_{s<t}(s+1)(2s+1)=\tfrac16t(t+1)(4t-1)$ and $\sum_{s<t}\tfrac13s(s+1)(4s+5)=\tfrac13t(t-1)(t+1)^2$,

$$2\sum_{s<t}n(s,t)+n(t,t)=\tfrac13t(t+1)(6t^2+2t+1)+\tfrac13(t+1)(8t^2+7t+3),$$

which equals $\tfrac13(6t^4+16t^3+18t^2+11t+3)$. Summing over $t=0,\dots,L$ with the standard power sums,

$$N(L)=\frac{12L^5+70L^4+160L^3+185L^2+113L+30}{30}\to\frac25L^5 .$$

The approach is slow, since the first correction is relatively $35/(6L)$: at $L=24$ the ratio $N/L^5$ is still 0.507. At 8 bytes per value, $L=8$ takes 0.207 MB and $L=50$ takes 1.12 GB, before any use of symmetry.

## Operation counts

With the weights absorbed into one factor beforehand, forming the pair vectors costs $(L+1)^4(L+1)$ products, of order $L^5$. The scalar products cost $(L+1)N(L)$ multiply-adds, of order $L^6$, and dominate at large $L$.

In Racah's sum, the conditions $0\le p\le c$, $0\le q\le a$, $0\le r\le b$ give $p$ the upper limits $c,\ l_2+m_2,\ l_1-m_1$ and the lower limits $0,\ l_1-l_3+m_2,\ l_2-l_3-m_1$. The nine differences are $a,b,c$ and $l_i\pm m_i$, so the number of terms is

$$N_t=1+\min(a,b,c,\,l_i\pm m_i)\le L+1 .$$

When all indices are scaled with $L$, a finite fraction of the table has all nine numbers larger than a fixed fraction of $L$. The average number of terms thus grows linearly, and direct evaluation also costs order $L^6$. Enumeration gives averages of 1.92, 3.23 and 4.55 terms at $L=8$, 16 and 24, against 9, 17 and 25 folded nodes.

Quadrature with the common rule therefore has no lower power of $L$, and on average it uses more terms. Each of its terms is one multiply-add in a loop of fixed length, whereas a Racah term is a product of three binomials with limits that change from entry to entry. These are operation counts, not timings, and they concern direct evaluation of each symbol, not recursive schemes. The numerical check covers the node count, the deficit formula, the error bounds and the storage polynomial.

## Computed values

```
L=4 table, minimal rule: max abs error = 1.4e-15
L=4 table, one node fewer: smallest deficit = 2.9522e-05
L=4 table: max error of deficit formula = 1.1e-15
Example l=(2,2,2), m=(1,1,-2), 4 nodes folded to 2:
  x = 0.33998104, doubled weight = 1.30429031, integrand = 0.32827396
  x = 0.86113631, doubled weight = 0.69570969, integrand = 0.17984339
  weighted sum before 1/sqrt(2 pi) = 0.55328334
  G, 4 nodes = 0.2207281154
  G, 3j formula = 0.2207281154
  3j(000) = -0.23904572, 3j(1,1,-2) = -0.29277002
  G, 3 nodes = 0.1545096808
  deficit: found = 0.0662184346, predicted = 0.0662184346
  Slater coefficient c^2(2,-1;2,1) = -0.3499271061
  same from integration over sphere = -0.3499271061
L=8 table: common rule nodes = 17, folded nodes = 9
L=8 table: allowed entries = 25821, accidental zeros = 166
L=8 table: max abs error of quadrature = 2.7e-15
L=8 table: smallest nonzero |G| = 1.787e-05
L=8 table: max relative error, nonzero entries = 2.6e-12
l=(l,l,l), m=(1,1,-2), relative errors:
  l=10: G=0.091177, nodes=16, kappa=4.57e+01, Racah sum in doubles=0.0e+00
    quadrature: library rule=6.7e-16, rounded precise rule=5.6e-16, 40 digits=5.7e-40
    largest relative error of library weights=7.0e-15
  l=20: G=0.064896, nodes=31, kappa=3.57e+03, Racah sum in doubles=0.0e+00
    quadrature: library rule=2.1e-13, rounded precise rule=6.4e-15, 40 digits=4.8e-40
    largest relative error of library weights=2.8e-13
  l=40: G=0.046105, nodes=61, kappa=2.04e+07, Racah sum in doubles=6.4e-11
    quadrature: library rule=1.3e-12, rounded precise rule=1.9e-14, 40 digits=3.7e-39
    largest relative error of library weights=1.7e-12
  l=80: G=0.032690, nodes=121, kappa=6.48e+14, Racah sum in doubles=6.9e-03
    quadrature: library rule=5.1e-12, rounded precise rule=1.2e-13, 40 digits=5.0e-38
    largest relative error of library weights=6.2e-12
l=(20,20,40), m=(20,-20,0):
  G = 1.647763e-12, quadrature abs error = 3.1e-17
  relative error: quadrature = 1.9e-05, Racah sum = 0.0e+00
Table size and average work per entry:
  L=8: entries=25821, entries/L^5=0.7880, folded nodes=9, Racah terms=1.924
  L=16: entries=595833, entries/L^5=0.5682, folded nodes=17, Racah terms=3.227
  L=24: entries=4036565, entries/L^5=0.5069, folded nodes=25, Racah terms=4.550
  growth of average Racah terms per unit L = 0.1653
  L=8: entries = 25821, memory at 8 bytes each = 0.207 MB
  L=50: entries = 140265606, memory at 8 bytes each = 1122.125 MB
Machine epsilon = 2.220e-16
```
